# Emission rates in transparent dielectrics: virtual and real cavity local fields, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Form of the rate and the virtual cavity

### What dimensions and symmetry fix

An excited emitter with transition dipole $d$ and frequency $\omega$ decays by coupling once to the field, so its rate is proportional to $d^2$. In Hartree atomic units with $4\pi\epsilon_0=1$, a rate has the dimension of an energy, and $d^2/(\text{length})^3$ is an energy. In vacuum the available length is $1/k_0$, where $k_0=\omega/c$. Hence $\Gamma_0=C\,k_0^3d^2$ with a pure number $C$.

Now place the emitter in a non-magnetic, isotropic host that is transparent at $\omega$, with real refractive index $n$ and $\varepsilon=n^2$. The host adds microscopic lengths, such as the atomic spacing $\ell$ or the radius $a$ of an empty space around the emitter. If they are all far below the wavelength, and if the rate has a finite limit as $k_0\ell$ and $k_0a$ tend to zero, then $\Gamma/\Gamma_0$ depends on dimensionless properties of the host alone.

Symmetry restricts the result further. At a site of cubic or spherical symmetry, a macroscopic light field $\mathbf E$ produces a field $L\mathbf E$ at the emitter, with a scalar $L$. The rate contains the square of this field. For an index independent of frequency, the other factors follow from counting photons. The number of modes per volume and frequency grows as $n^3$, and the squared field of one photon falls as $1/\varepsilon=1/n^2$. Thus

$$\frac{\Gamma}{\Gamma_0}=n^3\,\frac1{n^2}\,L^2=n\,L^2. \tag{1}$$

What remains is $L$, which depends on how the emitter sits in the host. Two models are treated:

$$L_{\rm v}=\frac{n^2+2}{3}\quad\text{(virtual cavity)},\qquad
L_{\rm r}=\frac{3n^2}{2n^2+1}\quad\text{(real cavity)}. \tag{2}$$

In the first, the emitter leaves the host undisturbed. In the second, it sits in an empty sphere cut from a continuum. The derivations below work at one fixed frequency and give the factor $n$ again, without assuming an index independent of frequency. The value that enters is $n(\omega)$, and no group velocity appears.

The values of $d$ and $\omega$ are those of the emitter in the host. If the host changes them, that change must be put into $\Gamma_0$ separately.

### The rate as a field returned to its source

Let $E$ be the field component along the dipole, at the emitter. Let $|0\rangle$ be the ground state of field and host together, and $|f\rangle$ their excited states with energies $\omega_f$. The coupling is $-\mu E$, and $d$ is the matrix element of $\mu$ between the two emitter states. The golden rule gives

$$\Gamma=2\pi d^2\sum_f|E_{f0}|^2\,\delta(\omega_f-\omega). \tag{3}$$

This sum can be read from a classical quantity. Drive the same system by a prescribed dipole $p(t)=\tfrac12p_0(e^{-i\omega t}+e^{i\omega t})$, switched on slowly as $e^{\eta t}$. The amplitude of state $f$ obeys $i\dot c_f=-p(t)E_{f0}e^{i\omega_ft}$. Integration of the $e^{-i\omega t}$ part gives

$$c_f=\frac{p_0}{2}\,\frac{E_{f0}\,e^{i(\omega_f-\omega-i\eta)t}}{\omega_f-\omega-i\eta},$$

and the other part follows by $\omega\to-\omega$. The mean field is $\sum_fE_{0f}c_fe^{-i\omega_ft}$ plus its complex conjugate. Its part that varies as $e^{-i\omega t}$ is $\tfrac12p_0\,\mathcal G\,e^{-i\omega t}$, with

$$\mathcal G=\sum_f|E_{f0}|^2\left[\frac1{\omega_f-\omega-i\eta}+\frac1{\omega_f+\omega+i\eta}\right]. \tag{4}$$

For $\omega>0$ the second denominator does not vanish. Since $\operatorname{Im}(y-i\eta)^{-1}\to\pi\delta(y)$, the imaginary part is $\operatorname{Im}\mathcal G=\pi\sum_f|E_{f0}|^2\delta(\omega_f-\omega)$. Comparison with (3) gives

$$\Gamma=2d^2\operatorname{Im}\mathcal G. \tag{5}$$

The task is now classical: find the field that returns to an oscillating unit dipole. Its real part shifts the level and is left out.

### The dipole field and the vacuum rate

With time factor $e^{-i\omega t}$ and $g=e^{ik_0r}/r$, a point dipole $\mathbf p$ has the potentials $\mathbf A=-ik_0\mathbf p\,g$ and $\phi=-\nabla\!\cdot(\mathbf p\,g)$. The field $\mathbf E=-\nabla\phi+ik_0\mathbf A$ is therefore $\nabla\nabla\!\cdot(\mathbf pg)+k_0^2\mathbf pg$. The second derivatives of a radial function are

$$\partial_i\partial_jg=\frac{g'}r\,\delta_{ij}+\left(g''-\frac{g'}r\right)\hat r_i\hat r_j .$$

Inserting $g'=e^{ik_0r}(ik_0/r-1/r^2)$ and $g''=e^{ik_0r}(-k_0^2/r-2ik_0/r^2+2/r^3)$ gives $\mathbf E=\mathsf T\mathbf p$, where $\mathsf T=A\,\mathsf 1+B\,\hat{\mathbf r}\hat{\mathbf r}$ and

$$A=e^{ik_0r}\!\left(\frac{k_0^2}r+\frac{ik_0}{r^2}-\frac1{r^3}\right),\quad
B=e^{ik_0r}\!\left(-\frac{k_0^2}r-\frac{3ik_0}{r^2}+\frac3{r^3}\right). \tag{6}$$

The imaginary parts stay finite at the source. With $s=k_0r\to0$,

$$\frac{\operatorname{Im}A}{k_0^3}=\frac{\sin s}{s}+\frac{\cos s}{s^2}-\frac{\sin s}{s^3}\to1-\frac12+\frac16=\frac23,$$

$$\frac{\operatorname{Im}B}{k_0^3}=-\frac{\sin s}{s}-\frac{3\cos s}{s^2}+\frac{3\sin s}{s^3}\to-1+\frac32-\frac12=0.$$

The terms in $1/s^2$ cancel in both lines. Thus $\operatorname{Im}\mathcal G_0=2k_0^3/3$, and (5) fixes the number $C$:

$$\Gamma_0=\frac43k_0^3d^2. \tag{7}$$

### The dipole field in wavevector space

For a polarization $\mathbf P\,e^{i\mathbf k\cdot\mathbf r}$ in vacuum, Maxwell's equations combine to $\mathbf k\times(\mathbf k\times\mathbf E)+k_0^2\mathbf E=-4\pi k_0^2\mathbf P$. The double product is $-k^2\mathbf E$ for a transverse field and zero for a longitudinal one. Therefore

$$E_T=\frac{4\pi k_0^2}{k^2-k_0^2}P_T,\qquad E_L=-4\pi P_L. \tag{8}$$

These fields include a contact term at the source itself, which no other atom feels. To find it, integrate the field over a small sphere of radius $b$. The divergence theorem gives

$$\int\partial_i\,p_j\partial_j\frac1r\,dV=\oint\hat r_i\left(-\frac{p_j\hat r_j}{b^2}\right)b^2d\Omega=-\frac{4\pi}3p_i ,$$

while the terms with $k_0$ vanish with $b$. The contact term is $-\tfrac{4\pi}{3}\mathbf p\,\delta(\mathbf r)$. Removing it adds $4\pi/3$ to both parts of (8), so the field outside an infinitesimal sphere has the transform

$$F_T=\frac{4\pi}3+\frac{4\pi k_0^2}{k^2-k_0^2}=\frac{4\pi}3\,\frac{k^2+2k_0^2}{k^2-k_0^2},\qquad F_L=-\frac{8\pi}3. \tag{9}$$

The numerical check transforms (6) by quadrature and tests both expressions.

### A cubic host

Let the host be a simple cubic lattice of atoms with number density $N$ and real polarizability $\alpha$. The emitter is an extra centre at a point of full cubic symmetry, such as the body centre, and has no polarizability apart from its transition dipole. Such an emitter realizes the virtual cavity: nothing has been cut out of the host.

The sum needed is $\sum_j\mathsf T(\mathbf r_j)e^{-i\mathbf k\cdot\mathbf r_j}$ over host atoms at positions $\mathbf r_j$ measured from the emitter. For $k$ and $k_0$ far below $1/\ell$, choose a radius $\rho$ with $\ell\ll\rho\ll1/k,\,1/k_0$.

- Inside $\rho$ the field is static to leading order. By cubic symmetry $\sum x_j^2/r_j^5=\sum y_j^2/r_j^5=\sum z_j^2/r_j^5$, so each diagonal sum $\sum(3z_j^2-r_j^2)/r_j^5$ vanishes. Off-diagonal sums vanish by reflection. Terms linear in $\mathbf k$ cancel by inversion, and the next terms are of order $N(k\rho)^2$ and $N(k_0\rho)^2$.
- Outside $\rho$ the sum becomes $N$ times an integral, which tends to $NF(\mathbf k)$ because $k\rho$ and $k_0\rho$ are small.

The same holds for the sum around a host atom, with that atom left out. This is the origin of the Lorentz field $\tfrac{4\pi}3\mathbf P$. The numerical check tests it on a slab polarized along its normal, where the macroscopic field is $-4\pi P$. Direct sums over lattice planes leave a local excess of $4.18882\,P$ at a host site and $4.18877\,P$ at the body centre, against $4\pi/3=4.18879$.

### Summing the scatterings

Each host dipole responds to the emitter and to all other host dipoles. For a unit emitter dipole $\mathbf e$,

$$\mathbf p_j=\alpha\Big[\mathsf T(\mathbf r_j)\mathbf e+\sum_{l\ne j}\mathsf T(\mathbf r_j-\mathbf r_l)\mathbf p_l\Big]. \tag{10}$$

Multiply by $e^{-i\mathbf k\cdot\mathbf r_j}$, sum over $j$ and define $\mathbf p(\mathbf k)=\sum_j\mathbf p_je^{-i\mathbf k\cdot\mathbf r_j}$. In the double sum, write the phase as $e^{-i\mathbf k\cdot(\mathbf r_j-\mathbf r_l)}e^{-i\mathbf k\cdot\mathbf r_l}$; the sum over $j$ then gives $NF$. For the transverse and the longitudinal part separately,

$$p=N\alpha F\,(e+p)\quad\Rightarrow\quad p=\frac{N\alpha F}{1-N\alpha F}\,e. \tag{11}$$

The Brillouin zone has volume $(2\pi)^3N$, so $\mathbf p_j=\int\frac{d^3k}{(2\pi)^3N}\,\mathbf p(\mathbf k)e^{i\mathbf k\cdot\mathbf r_j}$. The field that these dipoles send back to the emitter contains one more lattice sum $NF$, which cancels the $1/N$. The returned field per wavevector is $N\alpha F^2/(1-N\alpha F)$. Adding the emitter's own vacuum field $F$ gives

$$\mathcal G(\mathbf k)=F+\frac{N\alpha F^2}{1-N\alpha F}=\frac{F}{1-N\alpha F}. \tag{12}$$

For wavevectors comparable with $1/\ell$ the lattice sums differ from $NF$. They do not affect the result as long as no other host mode exists at the frequency $\omega$, because a non-resonant denominator contributes no imaginary part in this limit. This is part of the assumption of transparency. Radiation damping needs a separate argument, because it multiplies near fields of size $1/\ell^3$. Each host atom feels its own field $\tfrac{2i}3k_0^3\mathbf p$, which replaces $1/\alpha$ by $1/\alpha-\tfrac{2i}3k_0^3$. Taken alone, this would change $\operatorname{Im}\mathcal G$ by about $k_0^3\alpha^2/\ell^6$, which does not vanish relative to $k_0^3$. The lattice cancels it. By Poisson summation over reciprocal vectors $\mathbf K$, the sum of $\operatorname{Im}\mathsf T\,e^{-i\mathbf k\cdot\mathbf r}$ over all sites, including the atom's own term $2k_0^3/3$, is $N\sum_{\mathbf K}\operatorname{Im}F(\mathbf k+\mathbf K)$, which is zero unless $|\mathbf k+\mathbf K|=k_0$. The sum with the atom left out therefore has the imaginary part $-2k_0^3/3$, and the denominator, $1/\alpha-\tfrac{2i}3k_0^3$ minus that sum, is real. The sums around the emitter omit no site and are real by the same argument.

### The pole and the virtual-cavity rate

Define $x=4\pi N\alpha$ and $q=x/3$, with $0\le q<1$. For the simple cubic lattice the condition that no other host mode exists at $\omega$ narrows this range. The static lattice sum has its largest eigenvalue, $5.354\,N$, at $\mathbf k=(0,\pi,\pi)/\ell$, so a short-wavelength mode appears when $5.354\,N\alpha=1$. This happens at $q=0.782$, or $n\approx3.43$, and the derivation holds below that value. From (9),

$$1-N\alpha F_T=\frac{(k^2-k_0^2)-q(k^2+2k_0^2)}{k^2-k_0^2}=\frac{(1-q)k^2-(1+2q)k_0^2}{k^2-k_0^2}.$$

When $F_T$ is divided by this expression, the factor $k^2-k_0^2$ cancels. For $q>0$ no wave with the vacuum wavenumber remains in the host. The result is

$$\mathcal G_T=\frac{4\pi}{3(1-q)}\,\frac{k^2+2k_0^2}{k^2-n^2k_0^2},\qquad n^2=\frac{1+2q}{1-q}. \tag{13}$$

The pole at $k=nk_0$ is the light wave of the host, so $n$ is its index. From $n^2-1=3q/(1-q)$ and $n^2+2=3/(1-q)$ one obtains the Clausius–Mossotti relation

$$\frac{n^2-1}{n^2+2}=q=\frac{4\pi N\alpha}3,\qquad 1-q=\frac3{n^2+2}. \tag{14}$$

The longitudinal denominator is $1+2q$, which has no zero, so longitudinal fields carry no energy away.

Outgoing waves correspond to $k_0^2\to k_0^2+i0$, hence $\operatorname{Im}(k^2-n^2k_0^2-i0)^{-1}=\pi\delta(k^2-n^2k_0^2)$. As a function of $k$ this is $\pi\delta(k-nk_0)/(2nk_0)$. Averaging the transverse projector over directions gives $2/3$, and $d^3k/(2\pi)^3$ becomes $k^2dk/(2\pi^2)$. Therefore

$$\operatorname{Im}\mathcal G=\frac23\cdot\frac{n^2k_0^2}{2\pi^2}\cdot\frac{4\pi(n^2+2)k_0^2}{3(1-q)}\cdot\frac{\pi}{2nk_0}
=\frac{2k_0^3}3\,n\,\frac{n^2+2}{3(1-q)}. \tag{15}$$

With $1-q=3/(n^2+2)$ and division by the vacuum value $2k_0^3/3$,

$$\boxed{\frac{\Gamma_{\rm v}}{\Gamma_0}=n\left(\frac{n^2+2}3\right)^2} \tag{16}$$

The factor $n$ is what phase space $k^2$ and the pole strength $1/(2k)$ leave together. The remaining square agrees with the local field of a light wave: $P=(\varepsilon-1)E/4\pi$ gives $E+\tfrac{4\pi}3P=\tfrac{\varepsilon+2}3E$. One factor describes the emitter driving the host wave, the other the wave acting back on the emitter. The numerical check integrates (12) directly over $k$ along a path below the poles and tests the result against (16) at several densities. The index from (13) enters only in the choice of the path's end point and in the value of (16) used for comparison.

### Numbers for the virtual cavity

Take round model parameters: $\omega=0.1$ hartree, $d=1$ a.u., $\alpha=10$ bohr³ and $N=0.006$ bohr⁻³. The wavenumber is $k_0=7.2974\times10^{-4}$ bohr⁻¹, and (7) gives $\Gamma_0=5.181\times10^{-10}$ a.u., a vacuum lifetime of 46.69 ns. The host has $x=4\pi(0.006)(10)=0.75398$ and $q=0.25133$, hence

$$n^2=\frac{1+0.50265}{1-0.25133}=2.0071,\qquad n=1.4167,\qquad L_{\rm v}=\frac{4.0071}3=1.3357.$$

The relative rate is $1.4167\times1.3357^2=2.528$, and the lifetime falls to 18.47 ns.

## Part II. The real cavity and the low-density limit

### Symbols and results carried over

The emitter has transition dipole $d$ and frequency $\omega$, with $k_0=\omega/c$. The host has real index $n$, $\varepsilon=n^2$, number density $N$ and atomic polarizability $\alpha$, with $x=4\pi N\alpha$ and $q=x/3=(\varepsilon-1)/(\varepsilon+2)$. The rate is $\Gamma=2d^2\operatorname{Im}\mathcal G$, where $\mathcal G$ is the field returned to a unit dipole. In vacuum $\operatorname{Im}\mathcal G_0=2k_0^3/3$. An emitter that leaves the host undisturbed has $\Gamma_{\rm v}/\Gamma_0=nL_{\rm v}^2$ with $L_{\rm v}=(\varepsilon+2)/3$. The dipole field is $\mathsf T=A\,\mathsf 1+B\,\hat{\mathbf r}\hat{\mathbf r}$, with $A$ and $B$ from (6).

### Waves inside and outside an empty sphere

Now let the emitter sit at the centre of an empty sphere of radius $a$, with a continuum of permittivity $\varepsilon$ outside. A dipole along the polar axis produces a magnetic field $\mathbf H=f(r)\sin\theta\,\hat{\boldsymbol\phi}$. From $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$,

$$E_r=\frac{2i}{k_0\varepsilon}\frac fr\cos\theta,\qquad E_\theta=-\frac{i}{k_0\varepsilon}\frac{(rf)'}r\sin\theta. \tag{17}$$

Inserting these into $\nabla\times\mathbf E=ik_0\mathbf H$ gives $(rf)''+(\varepsilon k_0^2-2/r^2)(rf)=0$. The outgoing solution and the solution regular at the centre are

$$h_1(s)=-e^{is}\left(\frac1s+\frac i{s^2}\right),\qquad j_1(s)=\operatorname{Re}h_1(s)=\frac{\sin s}{s^2}-\frac{\cos s}s, \tag{18}$$

with $s=k_0r$ inside and $s=nk_0r$ outside. Apart from a common amplitude,

$$f=h_1(k_0r)+R\,j_1(k_0r)\ \ (r<a),\qquad f=T\,h_1(nk_0r)\ \ (r>a). \tag{19}$$

The common amplitude follows from the source. Near the centre $h_1\approx-i/(k_0r)^2$, and (17) gives $E_r\approx2\cos\theta/(k_0r)^3$. This is the field of a dipole $1/k_0^3$, so a unit dipole needs the amplitude $k_0^3$. The reflected wave has $j_1\approx k_0r/3$ and $E_r\approx\tfrac{2i}3R\cos\theta$, a uniform field along the axis. A unit dipole therefore receives the reflected field $\tfrac{2i}3k_0^3R$. Adding the vacuum part,

$$\operatorname{Im}\mathcal G=\frac{2k_0^3}3(1+\operatorname{Re}R),\qquad\frac\Gamma{\Gamma_0}=1+\operatorname{Re}R. \tag{20}$$

Tangential $\mathbf H$ and $\mathbf E$ are continuous at the surface, so $f$ and $(rf)'/\varepsilon$ are continuous. With $\xi=k_0a$ and a prime for the derivative with respect to the argument $s$,

$$h_1(\xi)+Rj_1(\xi)=Th_1(n\xi),\qquad
[sh_1]'_{\xi}+R[sj_1]'_{\xi}=\frac T{n^2}[sh_1]'_{n\xi}. \tag{21}$$

The virtual-cavity rate (16) has been derived, and the fields of an emitter in an empty sphere have been reduced to the two matching conditions (21). It remains to solve these for a small sphere, which gives the real-cavity rate, and to compare the two models at low density and through the removal of a host atom.

Numerical values quoted here were computed with a short program.
